# From small-energy-transfer collisions to the Fokker-Planck equation and Pawula's theorem

## 1. The physical situation

A hot electron in a crystal scatters from acoustic phonons. Each collision can turn its momentum through a large angle, but the phonon carries little energy, so the electron's energy changes in many small steps, up and down. The collision integral records every step. We ask when it can be replaced by a differential equation containing a drift and a diffusion coefficient, how these are related, and whether keeping more derivatives gives a better equation of the same kind.

Take a spatially uniform, isotropic system without applied field. Let $g(\varepsilon)$ be the density of states, $f(\varepsilon,t)$ the occupation and $n=gf$ the number of electrons per unit energy. We assume $f\ll1$, so that Pauli blocking is negligible and the collision integral is linear. The bath stays at temperature $T$, and $\beta=1/(k_BT)$.

Let $W(\varepsilon,w)\,dw\ge0$ be the rate of jumps from $\varepsilon$ to $\varepsilon+w$, within $dw$. Gain minus loss gives

$$\frac{\partial n(\varepsilon)}{\partial t}=\int dw\,[W(\varepsilon-w,w)n(\varepsilon-w)-W(\varepsilon,w)n(\varepsilon)].\tag{1}$$

## 2. The Kramers-Moyal expansion

Multiply (1) by a smooth test function $\phi(\varepsilon)$ and integrate over energy. In the gain term, rename the initial energy $\varepsilon-w$ as $\varepsilon$. Then

$$\frac{d}{dt}\int n\phi\,d\varepsilon=\int d\varepsilon\,n(\varepsilon)\int dw\,W(\varepsilon,w)[\phi(\varepsilon+w)-\phi(\varepsilon)].$$

Define the jump moments, assumed finite,

$$M_j(\varepsilon)=\int w^jW(\varepsilon,w)\,dw,$$

and expand $\phi(\varepsilon+w)-\phi(\varepsilon)=\sum_{j\ge1}w^j\phi^{(j)}(\varepsilon)/j!$. The right side becomes $\sum_j\int nM_j\phi^{(j)}d\varepsilon/j!$. Integrating the $j$th term by parts $j$ times gives a factor $(-1)^j$; let $\phi$ vanish near the ends of the energy range, so that no boundary terms appear. Since $\phi$ is otherwise arbitrary,

$$\frac{\partial n}{\partial t}=\sum_{j=1}^{\infty}\frac{(-1)^j}{j!}\frac{\partial^j}{\partial\varepsilon^j}(M_jn).\tag{2}$$

This rewrites (1) as a formal series. An approximation enters when terms are dropped.

## 3. Which terms are small

Detailed balance says that in equilibrium each jump is as frequent as its reverse: $g(\varepsilon)e^{-\beta\varepsilon}W(\varepsilon\to\varepsilon')$ is symmetric in the two energies. Multiplying it by the symmetric factor $e^{\beta(\varepsilon+\varepsilon')/2}$ keeps the symmetry. Hence, with $w=\varepsilon'-\varepsilon$,

$$g(\varepsilon)W(\varepsilon,w)=S(\varepsilon+w/2,|w|)\,e^{-\beta w/2}.$$

The function $S$ depends on the midpoint energy and the size of the jump. For small jumps,

$$gW=S+\frac w2\left(\frac{\partial S}{\partial\varepsilon}-\beta S\right)+O(w^2S),$$

where $S$ on the right is taken at $(\varepsilon,|w|)$. If $S$ has a sharp kinematic edge, the energy derivative is to be taken after integration over $w$.

Write $S_j=\int w^jS(\varepsilon,|w|)dw$, which vanishes for odd $j$. The leading moments are

$$gM_2=S_2,\qquad gM_1=\tfrac12(S_2'-\beta S_2),$$
$$gM_4=S_4,\qquad gM_3=\tfrac12(S_4'-\beta S_4).\tag{3}$$

Upward and downward jumps nearly cancel in an odd moment. That is why $M_1$ is of second order in the jump size, like $M_2$, while $M_3$ and $M_4$ are of fourth order. If the typical jump is small compared with $k_BT$ and with the energy scale on which $n$ and the moments vary, we keep $j=1,2$:

$$\frac{\partial n}{\partial t}=-\frac{\partial J}{\partial\varepsilon},\qquad J=An-\frac{\partial(Dn)}{\partial\varepsilon},\qquad D=\frac{M_2}{2}.\tag{4}$$

A very narrow initial energy line violates the condition on $n$ until collisions have broadened it.

## 4. Drift from diffusion

In equilibrium $n_{eq}\propto g e^{-\beta\varepsilon}$. Detailed balance permits no net current through any energy, so $J=0$ for this density:

$$A=\frac1{n_{eq}}\frac{\partial(Dn_{eq})}{\partial\varepsilon}
=\frac{e^{\beta\varepsilon}}g\left[(gD)'e^{-\beta\varepsilon}-\beta gDe^{-\beta\varepsilon}\right].$$

Therefore

$$A=\frac1g\frac{d(gD)}{d\varepsilon}-\beta D.\tag{5}$$

Equation (3) gives the same result directly: insert $S_2=gM_2=2gD$ into the expression for $M_1$. This second route also shows the status of (5). It is a leading-order relation, and the full first moment differs from it by terms of fourth order in the jump size.

The term $-\beta D$ is friction. The other term reflects the growth of the density of states and of the diffusion coefficient with energy. Now put $n=gf$ and (5) into the current:

$$J=(gD)'f-\beta gDf-(gD)'f-gDf'=-gD\left(\frac{\partial f}{\partial\varepsilon}+\beta f\right).$$

The two derivatives of $gD$ cancel, leaving

$$g\frac{\partial f}{\partial t}=\frac{\partial}{\partial\varepsilon}\left[gD\left(\frac{\partial f}{\partial\varepsilon}+\beta f\right)\right].\tag{6}$$

For given $g$ and $T$, the single function $D$ now determines the evolution, and $f\propto e^{-\beta\varepsilon}$ is stationary by inspection.

## 5. Acoustic phonons: the kernel

Consider a parabolic band of mass $m$, so $g\propto\sqrt\varepsilon$, and phonons of frequency $sq$ with deformation-potential coupling. The squared matrix element is proportional to $q$. Let $\mu$ be the cosine between $\mathbf k$ and $\mathbf q$. For absorption, energy conservation reads

$$\frac{\hbar^2}{2m}(q^2+2kq\mu)=\hbar sq
\quad\Rightarrow\quad \mu=\frac{2ms/\hbar-q}{2k}.$$

The golden rule contains $q^2dq\,d\mu$ from the phase space, $q$ from the coupling, and the energy delta function. Integration over $\mu$ gives the Jacobian $m/(\hbar^2kq)$. The result is proportional to $q^2dq/k$ times the phonon occupation. Emission has final momentum $\mathbf k-\mathbf q$, and its condition is $\mu=(q+2ms/\hbar)/(2k)$.

Use the reduced quantities

$$x=\frac{\varepsilon}{k_BT},\quad u=\frac{\hbar sq}{k_BT},\quad \eta=\frac{ms^2}{2k_BT}\ll1,\quad B(u)=\frac1{e^u-1}.$$

Then

$$W_{abs}=\frac C{\sqrt x}u^2B(u),\qquad W_{em}=\frac C{\sqrt x}u^2[B(u)+1].\tag{7}$$

For $x>\eta$, the condition $|\mu|\le1$ gives $0<u<a+b$ for absorption and $0<u<a-b$ for emission, where

$$a=\frac{2\hbar sk}{k_BT}=4\sqrt{\eta x},\qquad b=\frac{2ms^2}{k_BT}=4\eta.$$

Detailed balance holds because $B+1=e^uB$, and because the limits express the triangle condition $|k-k'|\le q\le k+k'$, which is symmetric in the two electron states.

To fix $C$, use $B\simeq B+1\simeq1/u$ and neglect $b$. The total rate is

$$\nu=\frac C{\sqrt x}\,2\int_0^a u\,du=\frac{Ca^2}{\sqrt x}=16\eta C\sqrt x\equiv\nu_0\sqrt x,$$

so $C=\nu_0/(16\eta)$, with $\nu_0$ the quasi-elastic rate at $\varepsilon=k_BT$.

## 6. Acoustic phonons: drift and diffusion

In units of $k_BT$, the second moment is

$$M_2=\frac C{\sqrt x}\,2\int_0^a u^3du=\frac{Ca^4}{2\sqrt x}=8\eta\nu_0x^{3/2}.$$

Half of it is $D=4\eta x\nu$. Restoring $(k_BT)^2$ and using $4\eta k_BT=2ms^2$,

$$D=2ms^2\varepsilon\nu(\varepsilon).\tag{8}$$

Here $gD\propto x^2$, so (5) gives, in reduced units,

$$A=\frac{8\eta\nu_0x}{\sqrt x}-4\eta\nu_0x^{3/2}=4\eta\nu_0\sqrt x(2-x),$$

or

$$A=2ms^2\nu(\varepsilon)\left(2-\frac{\varepsilon}{k_BT}\right).\tag{9}$$

This can be checked without using detailed balance. In the first moment the next term of the occupation matters: $B\simeq1/u-1/2$ and $B+1\simeq1/u+1/2$. Thus

$$M_1=\frac C{\sqrt x}\left[\int_0^{a+b}\!\left(u^2-\frac{u^3}2\right)du-\int_0^{a-b}\!\left(u^2+\frac{u^3}2\right)du\right].$$

The $u^2$ terms give $[(a+b)^3-(a-b)^3]/3\simeq2a^2b$. The $u^3$ terms add to $-[(a+b)^4+(a-b)^4]/8\simeq-a^4/4$. Hence

$$M_1\simeq\frac{\nu_0}{16\eta\sqrt x}\left(128\eta^2x-64\eta^2x^2\right)=4\eta\nu_0\sqrt x(2-x),$$

in agreement with (9). The positive part comes from the slightly larger phase space for absorption, the negative part from spontaneous emission.

The same integrals with two more powers of $u$ give

$$M_3\simeq\frac C{\sqrt x}\left(2a^4b-\frac{a^6}6\right)=\frac{128}3\eta^2\nu_0x^{3/2}(3-x),$$
$$M_4\simeq\frac{Ca^6}{3\sqrt x}=\frac{256}3\eta^2\nu_0x^{5/2}.$$

They carry $\eta^2$, against $\eta$ for $M_1$ and $M_2$, as (3) requires.

For $\varepsilon\ll k_BT$ (but still $\varepsilon\gg ms^2/2$) the drift is $4ms^2\nu$, a net heating. For $\varepsilon\gg k_BT$ it approaches $-2ms^2\nu\varepsilon/k_BT$, a net loss. It vanishes at $2k_BT$, although the equilibrium mean energy is $3k_BT/2$; there is no contradiction, since equilibrium is a balance between drift and diffusion, not a state with zero drift at every energy.

The approximation fails at both ends. At low energy the largest jump becomes comparable with $\varepsilon$ itself: $a=x$ at $x=16\eta$, that is, at $\varepsilon=8ms^2$. The neglect of $b$ against $a$ fails in the same range. Since $b^2/a^2=\eta/x$, keeping $b$ multiplies $M_2$ by $1+6\eta/x+\eta^2/x^2$, which is 1.38 at $x=16\eta$. The positive part of the drift changes only by the factor $1+\eta/(3x)$. At high energy $a$ is no longer small, and the emitted quanta become comparable with $k_BT$.

## 7. Numbers at one energy

Take round model parameters: the free-electron mass, $s=5$ km/s, $T=300$ K and $\nu_0=10$ ps$^{-1}$. Optical phonons are left out. In a real crystal they can dominate the energy loss at the energies used below, and their quanta are often larger than $k_BT$ at room temperature, so that (4) does not describe them. For the acoustic model, $k_BT=25.85$ meV, $ms^2/2=0.0711$ meV and $\eta=0.00275$. At $\varepsilon=100$ meV we have $x=3.868$ and $\nu=10\sqrt{3.868}=19.67$ ps$^{-1}$. The largest absorbed and emitted quanta are 10.9 and 10.4 meV, less than half of $k_BT$.

Since $2ms^2=4\times0.0711=0.284$ meV, equations (8) and (9) give

$$D=0.284\times100\times19.67\simeq559\ \mathrm{meV^2/ps},$$
$$A=0.284\times19.67\times(2-3.868)\simeq-10.4\ \mathrm{meV/ps}.$$

Integration over the full kernel (7) gives $D=555$ meV$^2$/ps and $M_1=-10.38$ meV/ps. Relation (5), applied to the numerically integrated $D$, gives $-10.33$ meV/ps, which is 0.45% smaller in magnitude than $M_1$. With $\eta$ reduced fourfold at the same $x$ the difference falls to 0.11%, as expected for a correction of relative order $\eta$. Without the derivative term, $-\beta D$ alone would give $-21.4$ meV/ps, about twice the correct loss.

## 8. Cooling of a hot distribution

Multiply (4) by $\varepsilon$ and integrate. With $J$ and $Dn$ vanishing at the ends,

$$\frac{d\langle\varepsilon\rangle}{dt}=\int J\,d\varepsilon=\int An\,d\varepsilon.$$

Let the electrons have a Maxwellian distribution at temperature $\theta T$, normalized to one electron: $n(x)=(2/\sqrt\pi)\theta^{-3/2}\sqrt x\,e^{-x/\theta}$. Then

$$\frac{d\langle x\rangle}{dt}=\frac{8\eta\nu_0}{\sqrt\pi\,\theta^{3/2}}\int_0^\infty(2x-x^2)e^{-x/\theta}dx.$$

The integral is $2\theta^2-2\theta^3$, so

$$\frac{d\langle\varepsilon\rangle}{dt}=\frac{16}{\sqrt\pi}\eta\nu_0k_BT\sqrt\theta(1-\theta).\tag{10}$$

Energy flows from the hotter to the colder system and the rate vanishes at $\theta=1$. Equation (10) holds at the instant when the distribution is Maxwellian; it does not say that the distribution stays so. If electron-electron collisions were fast enough to keep it Maxwellian, then $\langle\varepsilon\rangle=3\theta k_BT/2$, and close to equilibrium (10) would give

$$\frac{d\theta}{dt}=-\frac{32}{3\sqrt\pi}\eta\nu_0(\theta-1).$$

The energy relaxation rate is thus smaller than the collision rate by a factor of order $\eta$.

For $\theta=2$, equation (10) gives $-9.07$ meV/ps; the full kernel gives $-9.01$ meV/ps. Starting from this distribution and evolving both equations without electron-electron collisions gives these mean energies:

| Time (ps) | Master equation (meV) | Fokker-Planck (meV) |
|---|---:|---:|
| 0 | 77.56 | 77.56 |
| 2 | 64.11 | 64.04 |
| 5 | 53.50 | 53.41 |
| 10 | 45.54 | 45.47 |
| 20 | 40.50 | 40.46 |

The largest difference at the listed times is 0.09 meV. Between 0.01 and 0.02 meV of this is grid error in the master equation: the largest jump spans 20.5 cells, and replacing $\int_0^{20.5}r^3dr$ by $\sum_{r=1}^{20}r^3$ lowers $D$, and with it the relaxation rate, by 0.12%. With $\eta$ four times larger, compared at equal $\eta\nu_0t$, the largest difference is 0.32 meV. The largest jump spans the same number of cells, so the grid error is about the same. Without it the differences are about 0.08 and 0.31 meV, in proportion to $\eta$.

## 9. Pawula's theorem

Could we improve (4) by keeping, say, four derivatives? Suppose that the series (2) ended at a finite order $R\ge3$, with $M_R\ne0$ and all later moments zero. For every real $c$,

$$0\le\int W\,w^2(1-cw^{R-2})^2dw=M_2-2cM_R+c^2M_{2R-2}.\tag{11}$$

A quadratic in $c$ that is never negative has no positive discriminant, so

$$M_R^2\le M_2M_{2R-2}.\tag{12}$$

For $R\ge3$ we have $2R-2>R$. By assumption $M_{2R-2}=0$, and (12) forces $M_R=0$, a contradiction.

The argument extends to Markov processes that include continuous diffusion. Let $m_j(\tau)$ be the $j$th moment of the energy displacement in a short time $\tau$, and let $M_j=\lim_{\tau\to0}m_j/\tau$. Averaging the same square with the nonnegative transition probability gives $m_R^2\le m_2m_{2R-2}$. Division by $\tau^2$ and the limit give (12) again.

This is Pawula's theorem: for nonnegative transition probabilities with finite moments, the Kramers-Moyal series stops at first or second order, or it does not stop. A kernel $W$ with jumps of nonzero size has positive even moments of every order, so its series never stops. Equation (4) is its small-jump limit, not an identity.

## 10. What goes wrong after truncation

Now truncate by hand at $R\ge3$, with $M_R\ne0$. Start all electrons at $\varepsilon_0$, put $w=\varepsilon-\varepsilon_0$, and follow the average of the nonnegative function $\phi=w^2(1-cw^{R-2})^2$. Its expansion is

$$\phi=w^2-2cw^R+c^2w^{2R-2}.$$

Initially $\langle\phi\rangle=0$. The truncated equation gives $d\langle\phi\rangle/dt=\sum_{j=1}^RM_j\phi^{(j)}(\varepsilon_0)/j!$. Each $\phi^{(j)}/j!$ is the coefficient of $w^j$, and the last power lies beyond the truncation. Thus

$$\left.\frac{d\langle\phi\rangle}{dt}\right|_{0}=M_2-2cM_R.$$

The choice $c=M_2/M_R$ makes this $-M_2<0$. A nonnegative quantity acquires a negative average, so any solution with this short-time behaviour has negative density somewhere. The complete kernel retains $c^2M_{2R-2}$, which restores the nonnegative result (11).

Order four has a further fault. Freeze the moments at one energy and consider a density wave with phase $pw$. The real part of its growth rate is

$$-\frac{M_2p^2}2+\frac{M_4p^4}{24}.$$

It is positive for $p^2>12M_2/M_4$, and it increases without limit as the wavelength shrinks. The initial-value problem is ill-posed. The true growth rate, $\int W(\cos pw-1)dw$, is never positive. At 100 meV the unstable wavelengths lie below 15.8 meV. At two thirds of that wavelength the fourth-order equation gives growth at 248 ps$^{-1}$, whereas the true wave decays at 19 ps$^{-1}$.

At order six the added term $-M_6p^6/720$ damps short waves, and the frozen equation is well-posed. If all electrons start at one energy, its density must still become negative, by the argument above.

## 11. Better moments, negative density

Pawula's theorem does not say that higher truncations give worse averages. With frozen moments, independent jumps give the characteristic function

$$\langle e^{ipw}\rangle=\exp\left[t\sum_{j\ge1}\frac{M_j(ip)^j}{j!}\right].$$

The coefficients in the exponent are the cumulants, so the $j$th cumulant is $M_jt$. The fourth central moment is the fourth cumulant plus three times the square of the second:

$$\langle(w-\langle w\rangle)^4\rangle=M_4t+3(M_2t)^2.\tag{13}$$

The Fokker-Planck equation lacks the first term; order six retains it. After one mean collision time at 100 meV, $t=0.0510$ ps, the kernel moments $M_2=1109$ meV$^2$/ps and $M_4=8.38\times10^4$ meV$^4$/ps give

$$M_4t\simeq4.27\times10^3,\qquad3(M_2t)^2\simeq9.60\times10^3\ \mathrm{meV^4}.$$

Their sum is $1.39\times10^4$ meV$^4$. An explicit sum over numbers of collisions gives the same value to this accuracy, and so does order six. Fokker-Planck gives $9.60\times10^3$ meV$^4$, which is 31% below the explicit sum.

The price at order six is a density that falls to $-0.43\%$ of its peak value, near a shift of 25 meV. The integrated negative part is 0.2% of the total probability. Such an equation can supply moments, but its solution is not a probability density.

The ratio of the two terms in (13) is $M_4/(3M_2^2t)$, which falls as $1/t$. After many collisions the missing term is relatively small. The $1/t$ law holds only while the moments can be treated as frozen, that is, while the electrons stay near their starting energy; beyond that, errors of relative order $\eta$ in $A$ and $D$ take over. The Fokker-Planck equation therefore misses the shape of the distribution after a single collision time, but its relative error in the fourth central moment fades as collisions accumulate. The mean energies of section 8 are a less demanding test: their rate of change is the average of $M_1$, which the Fokker-Planck equation retains to leading order. The numerical output below lists the values used here.

## Calculated quantities

```
electron mass = 9.1094e-31 kg
sound speed = 5000 m/s
temperature = 300 K
kT = 25.852 meV
m s^2/2 = 0.07107 meV
eta = m s^2/(2kT) = 0.002749 (dimensionless)
nu0, rate at E=kT = 10.0 1/ps
chosen energy E = 100.0 meV
x = E/kT = 3.8682 (dimensionless)
largest absorbed quantum at E = 10.948 meV
largest emitted quantum at E = 10.379 meV
total rate M0: kernel 19.605, formula 19.668 1/ps
drift M1: kernel -10.377, formula -10.445 meV/ps
second moment M2: kernel 1109, formula 1118.2 meV^2/ps
third moment M3: kernel -365.62, formula -367.98 meV^3/ps
fourth moment M4: kernel 83786, formula 84771 meV^4/ps
D = M2/2: kernel 554.52, formula 559.12 meV^2/ps
drift from D by detailed balance = -10.3304 meV/ps
drift without derivative term = -21.4496 meV/ps
balance drift, relative deviation = -0.445 %
same deviation at eta/4 = -0.111 %
initial electron temperature = 600 K
initial dE/dt, full kernel = -9.0110 meV/ps
initial dE/dt, formula = -9.0730 meV/ps
mean energy at 0 ps: master 77.555, Fokker-Planck 77.555 meV
mean energy at 2 ps: master 64.113, Fokker-Planck 64.036 meV
mean energy at 5 ps: master 53.498, Fokker-Planck 53.406 meV
mean energy at 10 ps: master 45.544, Fokker-Planck 45.473 meV
mean energy at 20 ps: master 40.495, Fokker-Planck 40.463 meV
largest difference at these times = 0.0920 meV
same with eta 4 times larger = 0.3229 meV
test-function rate/M2, order 3: truncated -1.0000, full 694.1100 (dimensionless)
test-function rate/M2, order 4: truncated -1.0000, full 0.1277 (dimensionless)
test-function rate/M2, order 5: truncated -1.0000, full 34841.4684 (dimensionless)
test-function rate/M2, order 6: truncated -1.0000, full 0.3471 (dimensionless)
order 4 unstable below wavelength 15.765 meV
growth at 2/3 of it: order 4 247.718, true -19.205 1/ps
mean collision time at E = 0.05101 ps
fourth central moment, explicit sum = 13875.0 meV^4
fourth central moment, order 2 = 9600.0 meV^4
fourth central moment, order 6 = 13873.7 meV^4
order 6 lowest density/peak = -0.429 %
shift at lowest density = 24.95 meV
order 6 total negative weight = 0.202 %
```
